# Forces of one electron wave on two identical delta barriers: a numerical check

```python
"""
Result under test (atomic units, hbar = m = 1):
A wave of wave number k and unit density meets g*delta(x) + g*delta(x-d).
At perfect transmission, tan(k d) = -k/g, the forces on the left and right
barriers are -2 g^2 and +2 g^2: equal, outward, with zero sum.
At any k: F_right = 2 g^2 T and F_left = 2 k^2 R - 2 g^2 T.
g: barrier strength, d: separation, beta = g/k,
T, R: transmission and reflection probabilities of the pair.
Positive force points to the right. Forces scale with incident density.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.optimize import minimize_scalar

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
V_ATOMIC = const.physical_constants["atomic unit of velocity"][0]


def delta_pair(k, g, d, from_left=1.0, from_right=0.0):
    """Match the wave at both deltas; return outgoing and inner amplitudes, forces."""
    e = np.exp(1j * k * d)
    c = 1 / e
    ik = 1j * k
    a, b = from_left, from_right
    # unknowns: outgoing left, inner right-moving, inner left-moving, outgoing right
    matrix = np.array([
        [1, -1, -1, 0],
        [ik, ik - 2 * g, -ik - 2 * g, 0],
        [0, e, c, -e],
        [0, -ik * e, ik * c, (ik - 2 * g) * e]], dtype=complex)
    source = np.array([-a, ik * a, b * c, (ik + 2 * g) * b * c], dtype=complex)
    out_l, A, B, out_r = np.linalg.solve(matrix, source)
    psi0 = A + B
    slopes0 = ik * (a - out_l) + ik * (A - B)
    psid = A * e + B * c
    slopesd = ik * (A * e - B * c) + ik * (out_r * e - b * c)
    f_left = -g * (np.conj(psi0) * slopes0).real
    f_right = -g * (np.conj(psid) * slopesd).real
    return out_l, A, B, out_r, f_left, f_right


def rectangular_barriers(k, g, width, d=None):
    """One or two rectangles of area g; forces from the integral of density*V'."""
    height = g / width
    layers = [(height, width)]
    if d is not None:
        layers += [(0.0, d - width), (height, width)]
    psi, slope = 1.0 + 0j, 1j * k
    forces = []
    for potential, length in layers:
        q = np.sqrt(k * k - 2 * potential + 0j)
        cs, sn = np.cos(q * length), np.sin(q * length)
        new_psi = cs * psi - sn / q * slope
        new_slope = q * sn * psi + cs * slope
        if potential != 0:
            forces.append(potential * (abs(new_psi)**2 - abs(psi)**2))
        psi, slope = new_psi, new_slope
    incident = (psi + slope / (1j * k)) / 2
    reflected = (psi - slope / (1j * k)) / 2
    forces = np.array(forces[::-1]) / abs(incident)**2
    return abs(reflected / incident)**2, forces


def resonant_separation(k, g, order=1):
    return (np.arctan(g / k) + np.pi / 2 + order * np.pi) / k


# --- general force and transmission formulas, both signs of g ---
for k in (0.3, 0.72, 1.4):
    for g in (-0.6, 0.35, 1.1):
        beta = g / k
        for d in (1.3, 4.7, 7.2):
            ol, A, B, orr, fl, fr = delta_pair(k, g, d)
            T, R = abs(orr)**2, abs(ol)**2
            T_formula = 1 / (1 + 4 * beta**2
                             * (np.cos(k * d) + beta * np.sin(k * d))**2)
            assert abs(T - T_formula) < 1e-10
            assert abs(abs(A)**2 - T * (1 + beta**2)) < 1e-10
            assert abs(abs(B)**2 - T * beta**2) < 1e-10
            assert abs(fr - 2 * g * g * T) < 1e-9
            assert abs(fl - (2 * k * k * R - 2 * g * g * T)) < 1e-9
            gl, gr = delta_pair(k, g, d, 0.0, 1.0)[4:]
            # part odd in the direction of incidence: same on both barriers
            assert abs((fl - gl) / 2 - k * k * R) < 1e-9
            assert abs((fr - gr) / 2 - k * k * R) < 1e-9
        d = resonant_separation(k, g)
        for sides in ((1.0, 0.0), (0.0, 1.0)):
            fl, fr = delta_pair(k, g, d, *sides)[4:]
            assert abs(fl + 2 * g * g) < 1e-9
            assert abs(fr - 2 * g * g) < 1e-9

# --- worked example: rough copper-interconnect regime ---
energy_ev, strength_ev_A = 7.0, 5.0
current_density_MA, row_area_A2 = 1.0, 6.5
temperature, free_path_A = 378.0, 400.0
other_d_A, width_A = 3.0, 1.0

E = energy_ev / HARTREE
k = np.sqrt(2 * E)
g = strength_ev_A / HARTREE / BOHR
beta = g / k
d = resonant_separation(k, g)
ol, A, B, orr, fl, fr = delta_pair(k, g, d)
velocity = k * V_ATOMIC
current = current_density_MA * 1e10 * row_area_A2 * 1e-20
density_A = current / (const.e * velocity) * 1e-10
# force per unit density is an energy; times density in 1/angstrom gives eV/angstrom
scale = HARTREE * density_A

# --- the delta force is the zero-width limit of the Hellmann-Feynman force ---
errors = []
for width in (1e-2, 1e-3):
    forces = rectangular_barriers(k, g, width, d)[1]
    errors.append(np.max(np.abs(forces - np.array([-2 * g * g, 2 * g * g])))
                  / (2 * g * g))
assert errors[1] < 0.01 and errors[1] < 0.2 * errors[0]

# --- lone barrier: force 2 k^2 R1, smaller than the pair force by T1 ---
R1_thin, lone = rectangular_barriers(k, g, 1e-4)
assert abs(lone[0] / (2 * g * g) - 1 / (1 + beta**2)) < 1e-3
assert abs(R1_thin - beta**2 / (1 + beta**2)) < 1e-3

# --- finite width, separation tuned again to perfect transmission ---
w = width_A / BOHR
tuned = minimize_scalar(lambda s: rectangular_barriers(k, g, w, s)[0],
                        bounds=(d - 1.0, d + 1.0), method="bounded",
                        options={"xatol": 1e-10})
R_wide, f_wide = rectangular_barriers(k, g, w, tuned.x)
R1_wide = rectangular_barriers(k, g, w)[0]
expected = 2 * k * k * R1_wide / (1 - R1_wide)
assert R_wide < 1e-8
assert np.allclose(f_wide, [-expected, expected], rtol=1e-6)

# --- thermal spread of the incident energy at fixed density ---
kT = const.k * temperature / const.e / HARTREE
u = np.linspace(-12, 12, 401)
weight = 1 / (4 * np.cosh(u / 2)**2)
thermal = np.array([delta_pair(np.sqrt(2 * (E + x * kT)), g, d)[4:] for x in u])
f_thermal = simpson(thermal * weight[:, None], x=u, axis=0) / simpson(weight, x=u)

# --- planar barriers, incidence spread evenly over the forward hemisphere ---
nodes, weights = np.polynomial.legendre.leggauss(400)
mu, wmu = (nodes + 1) / 2, weights / 2
f_angle = wmu @ np.array([delta_pair(k * m, g, d)[4:] for m in mu])

# --- filled one-dimensional sea, two spins, waves from both sides ---
ks, wk = k * mu, k * wmu
sea_pointwise = np.array([delta_pair(q, g, d)[5]
                          + delta_pair(q, g, d, 0.0, 1.0)[5] for q in ks])
f_sea = 2 / (2 * np.pi) * (wk @ sea_pointwise)


def grand_potential(separation):
    """Part that depends on separation, from the scattering phase."""
    r1 = -1j * (g / ks) / (1 + 1j * g / ks)
    phase = -np.angle(1 - r1**2 * np.exp(2j * ks * separation))
    return -2 / np.pi * (wk @ (ks * phase))


step = 1e-4
f_phase = -(grand_potential(d + step) - grand_potential(d - step)) / (2 * step)
assert abs(f_sea - f_phase) < 1e-6 * max(1.0, abs(f_sea))

# --- chance of scattering while the wave is between the barriers ---
x = np.linspace(0, d, 2001)
inside = simpson(abs(A * np.exp(1j * k * x) + B * np.exp(-1j * k * x))**2, x=x)
scattered = inside * BOHR / free_path_A

other = delta_pair(k, g, other_d_A / BOHR)

print(f"Energy: {energy_ev:.1f} eV")
print(f"Barrier strength g: {strength_ev_A:.1f} eV angstrom")
print(f"Current density: {current_density_MA:.1f} MA/cm2")
print(f"Area per atomic row: {row_area_A2:.1f} angstrom^2")
print(f"Temperature: {temperature:.0f} K")
print(f"Mean free path (rough): {free_path_A:.0f} angstrom")
print(f"Wave number k: {k / BOHR:.4f} 1/angstrom")
print(f"beta = g/k: {beta:.4f} (no unit)")
print(f"Lone-barrier reflection R1: {beta**2 / (1 + beta**2):.4f}")
print(f"Resonant phase k d: {k * d:.4f} rad")
print(f"Resonant separation d: {d * BOHR:.4f} angstrom")
print(f"Pair transmission T: {abs(orr)**2:.6f}")
print(f"Inner right-moving |A|^2: {abs(A)**2:.4f}")
print(f"Inner left-moving |B|^2: {abs(B)**2:.4f}")
print(f"Velocity: {velocity:.3e} m/s")
print(f"Current per row: {current:.3e} A")
print(f"Incident density n: {density_A:.3e} 1/angstrom")
print(f"Outer momentum flux / n: {k * k * HARTREE:.4f} eV")
inner_flux = k * k * (abs(A)**2 + abs(B)**2) * HARTREE
print(f"Inner momentum flux / n: {inner_flux:.4f} eV")
print(f"Left force / n: {fl * HARTREE:.4f} eV")
print(f"Right force / n: {fr * HARTREE:.4f} eV")
print(f"Left force: {fl * scale:.4e} eV/angstrom")
print(f"Right force: {fr * scale:.4e} eV/angstrom")
print(f"Right force: {fr * scale * const.e * 1e10 * 1e15:.3f} fN")
print(f"|Total force| / right force below 1e-10: {abs(fl + fr) < 1e-10 * fr}")
lone_force = 2 * k * k * beta**2 / (1 + beta**2)
print(f"Lone-barrier force / n: {lone_force * HARTREE:.4f} eV")
print(f"Nonresonant separation: {other_d_A:.1f} angstrom")
print(f"  transmission T: {abs(other[3])**2:.4f}")
print(f"  left force / n: {other[4] * HARTREE:.4f} eV")
print(f"  right force / n: {other[5] * HARTREE:.4f} eV")
print(f"  total force / n: {(other[4] + other[5]) * HARTREE:.4f} eV")
print("Neglected effects:")
print(f"Thermal energy kT: {kT * HARTREE:.4f} eV")
print(f"Thermal total / resonant right force: {sum(f_thermal) / fr:.2e}")
print(f"Thermal right / resonant right force: {f_thermal[1] / fr:.6f}")
print(f"Barrier width tried: {width_A:.1f} angstrom")
print(f"  retuned separation: {tuned.x * BOHR:.4f} angstrom")
print(f"  right force / n: {f_wide[1] * HARTREE:.4f} eV")
print(f"Hemisphere left force / n: {f_angle[0] * HARTREE:.4f} eV")
print(f"Hemisphere right force / n: {f_angle[1] * HARTREE:.4f} eV")
print(f"Hemisphere total / n: {sum(f_angle) * HARTREE:.4f} eV")
print(f"Scattering chance between barriers: {scattered:.4f}")
print(f"Sea force, right barrier: {f_sea * HARTREE / BOHR:.4f} eV/angstrom")
sea_ratio = abs(f_sea * HARTREE / BOHR / (fr * scale))
print(f"|Sea force| / one-wave right force: {sea_ratio:.2e}")
print("PASS")
```

Running it gives:

```
Energy: 7.0 eV
Barrier strength g: 5.0 eV angstrom
Current density: 1.0 MA/cm2
Area per atomic row: 6.5 angstrom^2
Temperature: 378 K
Mean free path (rough): 400 angstrom
Wave number k: 1.3555 1/angstrom
beta = g/k: 0.4841 (no unit)
Lone-barrier reflection R1: 0.1899
Resonant phase k d: 5.1632 rad
Resonant separation d: 3.8092 angstrom
Pair transmission T: 1.000000
Inner right-moving |A|^2: 1.2343
Inner left-moving |B|^2: 0.2343
Velocity: 1.569e+06 m/s
Current per row: 6.500e-10 A
Incident density n: 2.585e-07 1/angstrom
Outer momentum flux / n: 14.0000 eV
Inner momentum flux / n: 20.5617 eV
Left force / n: -6.5617 eV
Right force / n: 6.5617 eV
Left force: -1.6965e-06 eV/angstrom
Right force: 1.6965e-06 eV/angstrom
Right force: 2.718 fN
|Total force| / right force below 1e-10: True
Lone-barrier force / n: 5.3159 eV
Nonresonant separation: 3.0 angstrom
  transmission T: 0.5219
  left force / n: 9.9619 eV
  right force / n: 3.4246 eV
  total force / n: 13.3865 eV
Neglected effects:
Thermal energy kT: 0.0326 eV
Thermal total / resonant right force: 2.70e-03
Thermal right / resonant right force: 0.999366
Barrier width tried: 1.0 angstrom
  retuned separation: 3.8741 angstrom
  right force / n: 5.4910 eV
Hemisphere left force / n: 2.1502 eV
Hemisphere right force / n: 2.1857 eV
Hemisphere total / n: 4.3360 eV
Scattering chance between barriers: 0.0158
Sea force, right barrier: 0.0153 eV/angstrom
|Sea force| / one-wave right force: 9.03e+03
PASS
```
